# Elastic Energy of Misfitting Atoms and the Regular-Solution Parameter, part 2

An alloy of A and B atoms is modelled as an isotropic, linear elastic continuum with bulk modulus \( K \) and shear modulus \( G \), the same for both kinds of cell unless stated otherwise. We seek its elastic misfit energy and the effect of that energy on decomposition.

Each atom occupies a cell of volume \( \Omega \). A B cell has linear misfit \( \varepsilon \) and misfit volume \( \delta V = 3 \varepsilon \Omega \). The field \( e(\mathbf{r}) \) is \( \varepsilon \) in B cells and zero in A cells. The total strain \( \eta_{ij} \), with trace \( \theta \), is measured from undeformed A. Tension is positive, repeated indices are summed, and the energy is zero for separated, stress-free A and B. The stress law and the energy formula, valid when the surface does no work, are

\[ \sigma_{ij} = K ( \theta - 3e ) \, \delta_{ij} + 2G \left( \eta_{ij} - \tfrac13 \theta \, \delta_{ij} \right) , \qquad E = - \tfrac12 \int \sigma_{kk} \, e \, dV . \]

In an infinite medium, equilibrium with \( u_i = \partial_i \phi \) gives

\[ \theta = \frac{9K}{3K + 4G} \, e = 3 \gamma e , \qquad \sigma_{kk} = 3K ( \theta - 3e ) = -9K ( 1 - \gamma ) \, e = -2Ye , \]

\[ Y = \frac{18KG}{3K + 4G} , \qquad \gamma = \frac{3K}{3K + 4G} , \qquad E = Y \int e^2 \, dV . \]

Each B cell, whatever its shape, therefore costs \( E_\infty = Y \Omega \varepsilon^2 \), and the energies of separate cells add.

For unequal bulk moduli, a spherical B core with bulk modulus \( K_i \) and volume fraction \( f \), inside a concentric A shell with a free surface, has the effective parameter \( 18 G K_i \Omega \varepsilon^2 / D \), which depends on \( f \) through

\[ D = 3K_i + 4G \left[ ( 1 - f ) + f \, \frac{K_i}{K} \right] . \]

The example has \( K = 150 \) GPa, \( G = 50 \) GPa, \( \varepsilon = 0.05 \) and \( \Omega = 0.012 \) nm³, which give \( E_\infty = 38.9 \) meV and a core pressure of 6.92 GPa for one sphere in an infinite matrix.

### The image term

Now let the crystal be finite, with \( N \) cells, volume \( V = N \Omega \) and a free surface. A fraction \( x \) of the cells is B, spread evenly on the macroscopic scale. The field is the sum of the infinite-medium field and an image field that removes the tractions on the surface. Inside the crystal the image field has no sources, so its hydrostatic part obeys \( \sigma^{\text{im}}_{kk} = 3K \theta_{\text{im}} \). The energy formula splits accordingly:

\[ E = N x E_\infty - \tfrac12 \int \sigma^{\text{im}}_{kk} \, e \, dV . \]

To find the image dilatation, replace \( e(\mathbf{r}) \) by its mean \( \bar e = x \varepsilon \). The departures from the mean produce tractions that vary rapidly along the surface, and their image fields are confined to a layer near it. In a large crystal this layer is taken to be a negligible part of the volume. For a random arrangement its share of the energy falls only about as the inverse linear size of the crystal.

A free body with the uniform misfit \( \bar e \) simply expands by \( \bar e \) in all directions and is free of stress, so its total dilatation is \( 3 \bar e \). The infinite-medium field accounts for \( 3 \gamma \bar e \) of this. The image field supplies the difference,

\[ \theta_{\text{im}} = 3 ( 1 - \gamma ) \, \bar e , \qquad \sigma^{\text{im}}_{kk} = 9K ( 1 - \gamma ) \, \bar e = 2Y \bar e . \]

Both are uniform, whatever the shape of the body. The image energy is therefore

\[ E_{\text{im}} = - \tfrac12 \cdot 2Y \bar e \int e \, dV = -Y \bar e^{\,2} V = - N x^2 \, Y \varepsilon^2 \Omega = - N x^2 E_\infty . \]

The factor \( \tfrac12 \) can be traced by looking at one B cell. The image field puts it under a hydrostatic tension \( K \theta_{\text{im}} \), and the interaction energy is \( -K \theta_{\text{im}} \, \delta V = -2x E_\infty \). The B cells themselves generate the tension, so summing over cells counts each pair twice. Half of the sum is kept, which is \( -x E_\infty \) per B cell. The sign does not depend on that of \( \varepsilon \): oversized atoms put the crystal under an image tension that makes room for more of them, and undersized atoms put it under an image compression that favours more undersized atoms in the same way.

Adding the two parts gives the elastic energy per atom,

\[ \frac{E}{N} = x E_\infty - x^2 E_\infty = E_\infty \, x ( 1 - x ) . \]

In a regular solution the mixing enthalpy per atom is written \( \Delta H = W x ( 1 - x ) \). In this convention the elastic contribution to the parameter is

\[ W_{\text{el}} = E_\infty = \frac{18KG}{3K + 4G} \, \Omega \varepsilon^2 = \frac{2KG}{3K + 4G} \, \frac{(\delta V)^2}{\Omega} . \]

It is positive for either sign of the misfit. At small \( x \) each B atom costs the full \( E_\infty \). At \( x = 1 \) the energy vanishes, since every cell has the same size and the crystal has relaxed to it.

For the example at \( x = 0.25 \), the self term is \( 0.25 \times 38.889 = 9.722 \) meV and the image term is \( -0.0625 \times 38.889 = -2.431 \) meV. Their sum is 7.292 meV per atom. In molar units \( W_{\text{el}} \) is 3.75 kJ/mol.

### Independence of arrangement

The same law can be obtained without a surface, and this route shows how far it depends on where the B atoms sit. Take a periodic crystal whose mean stress is zero, and expand \( e(\mathbf{r}) = \sum_{\mathbf{k}} e_{\mathbf{k}} \exp ( i \mathbf{k} \cdot \mathbf{r} ) \). For \( \mathbf{k} \neq 0 \) the equilibrium calculation above applies to each component, so the hydrostatic stress has \( \sigma_{kk} \)-amplitude \( -2Y e_{\mathbf{k}} \). For \( \mathbf{k} = 0 \) the crystal expands freely and the stress is zero. The energy formula still holds, because the mean stress does no work. It gives

\[ \frac{E}{V} = Y \sum_{\mathbf{k} \neq 0} | e_{\mathbf{k}} |^2 = Y \left( \langle e^2 \rangle - \langle e \rangle^2 \right) . \]

For a field with the two values \( 0 \) and \( \varepsilon \), the averages are \( \langle e^2 \rangle = x \varepsilon^2 \) and \( \langle e \rangle = x \varepsilon \). Hence \( E/V = Y \varepsilon^2 x ( 1 - x ) \) for every arrangement, whether random, clustered or layered. The absent \( \mathbf{k} = 0 \) term plays the part of the image term.

The numerical check tests this by solving the equilibrium equations with the full stiffness tensor for a single cell, an adjacent pair, a slab, a compact cluster and a random arrangement. All five give \( Y = 207.69 \) GPa. When the stiffness is made cubic by doubling \( C_{44} \) alone, the random arrangement costs more than a slab normal to a cube axis. The program, which samples each cell at a single grid point, gives the ratio 1.35. The value depends on this sampling, and for cubic cells with sharp faces it is about 1.25. In this anisotropic crystal there is thus no single elastic parameter for all arrangements.

### Boundary conditions in a calculation

The law assumes that the crystal may change its volume. If its outer dimensions are held at those of pure A, the mean strain \( \bar e \) must be pressed back to zero. Starting from the relaxed state, this adds a uniform strain \( -\bar e \). The cross term in the energy is proportional to the mean stress of the relaxed state, which is zero. What is added is the compression energy \( \tfrac12 K ( 3 \bar e )^2 \), and

\[ \frac{E_{\text{fixed}}}{V} = Y \varepsilon^2 x ( 1 - x ) + \tfrac92 K \varepsilon^2 x^2 . \]

At \( x = 0.25 \) the program finds 15.19 meV per atom for a clamped sphere, against 7.29 meV for a free one. More than half of the clamped energy is due to the constraint.

The same formulas correct a periodic supercell of \( n \) sites that contains one B atom, so that \( x = 1/n \). Multiplying the energy per volume by \( n \Omega \) gives the elastic energies

\[ E_{\text{relaxed}} = E_\infty \left( 1 - \frac1n \right) , \qquad E_{\text{fixed}} = E_\infty \left( 1 - \frac1n \right) + \frac{9K \Omega \varepsilon^2}{2n} . \]

Both tend to \( E_\infty \) for large \( n \), but from different sides: the relaxed cell lies below the limit by \( E_\infty / n \). For the fixed cell, \( 9K ( 1 - \gamma ) = 2Y \) gives \( 9K/2 = Y / ( 1 - \gamma ) \), so \( E_{\text{fixed}} - E_\infty = ( E_\infty / n ) \left[ 1/( 1 - \gamma ) - 1 \right] = ( E_\infty / n ) \, \gamma / ( 1 - \gamma ) \). This is positive because \( 0 < \gamma < 1 \), and the fixed cell lies above the limit.

### Spinodal with stress-free products

Let the elastic term be the only contribution to the mixing enthalpy, and let the entropy be that of ideal mixing. In this mean-field model the free energy per atom is

\[ g(x) = W_{\text{el}} \, x ( 1 - x ) + k_B T \left[ x \ln x + ( 1 - x ) \ln ( 1 - x ) \right] . \]

Its second derivative is

\[ g''(x) = -2 W_{\text{el}} + \frac{k_B T}{x ( 1 - x )} , \]

because \( 1/x + 1/(1-x) = 1/[ x ( 1 - x ) ] \). The spinodal is the line \( g'' = 0 \):

\[ k_B T = 2 W_{\text{el}} \, x ( 1 - x ) , \qquad T_{\text{top}} = \frac{W_{\text{el}}}{2 k_B} . \]

The top lies at \( x = \tfrac12 \). In the example it is at 225.6 K, and at \( x = 0.25 \) the spinodal is at \( 4 \times 0.25 \times 0.75 \times 225.6 = 169.2 \) K. These temperatures refer to incoherent decomposition, in which each product takes its own lattice size and is free of stress on the macroscopic scale.

### Coherent decomposition

During coherent decomposition the lattice stays continuous. Let the local composition \( x(\mathbf{r}) \) vary slowly about its mean \( x_0 \), with the atoms mixed at random on the scale of a few cells. The elastic energy per atom then has two parts. The first is the local mixing term \( W_{\text{el}} \langle x ( 1 - x ) \rangle \). The second is the coherency energy of the smooth misfit field \( \varepsilon x(\mathbf{r}) \), which by the Fourier result is \( Y \Omega \varepsilon^2 \langle ( x - x_0 )^2 \rangle \). Because \( Y \Omega \varepsilon^2 = W_{\text{el}} \), the sum is

\[ W_{\text{el}} \left[ \langle x \rangle - \langle x^2 \rangle + \langle x^2 \rangle - x_0^2 \right] = W_{\text{el}} \, x_0 ( 1 - x_0 ) . \]

The modulation has dropped out. This agrees with the independence of arrangement, since a composition wave is one more arrangement of the same atoms. The Fourier result holds for a periodic crystal, and so for wavelengths much shorter than the size of the body. A free body with a modulation comparable to its size can relax part of the coherency energy: a thin free plate of two equal layers bends and, in linear theory with equal curvature in both directions, keeps only one quarter of it; a wide plate that rolls into a cylinder instead keeps about half with the moduli of the example. For a cosine wave of amplitude 0.10 about \( x_0 = 0.25 \), the mean square is \( 0.10^2 / 2 = 0.005 \). The coherency cost is \( 0.005 \times 38.889 = 0.194 \) meV per atom, and the mixing term falls by the same amount.

Size misfit alone therefore produces no coherent spinodal in this isotropic continuum model. If there is also a chemical parameter \( W_{\text{ch}} \), and gradient energy is neglected, the two spinodals are

\[ k_B T_{\text{incoherent}} = 2 ( W_{\text{ch}} + W_{\text{el}} ) \, x ( 1 - x ) , \qquad k_B T_{\text{coherent}} = 2 W_{\text{ch}} \, x ( 1 - x ) . \]

This fixes the bookkeeping in a simulation that computes coherency strain explicitly, such as a phase-field model. Its local free energy must contain \( W_{\text{ch}} + W_{\text{el}} \). If \( W_{\text{el}} \) is left out, the coherency energy is charged without the matching release, and the spinodal comes out too low. If \( W_{\text{el}} \) is included but the coherency energy is not, the model describes stress-free products. A mixing enthalpy taken from fully relaxed atomic configurations already contains the misfit energy, and \( W_{\text{el}} \) must not be added to it again.

### Range of validity

The energy is the leading term in the misfit. Corrections of higher order in \( \varepsilon \), including the change of the moduli with pressure, are left out; with a core pressure near 7 GPa they need not be small in the example. Unequal moduli make the parameter depend on composition, as the concentric shell showed. Elastic anisotropy makes it depend on arrangement, and so it can leave a net elastic preference for some composition waves over others. A misfit that is not a pure dilatation couples to shear stress, and the absence of direct interaction no longer follows. In small particles the surface layer neglected in the image term has to be treated explicitly. On a lattice of discrete atoms the response to a composition wave depends on its wavelength, even when the elastic constants are isotropic. The misfit energy of the random alloy then differs from \( Y \Omega \varepsilon^2 x ( 1 - x ) \), while long waves still cost \( Y \Omega \varepsilon^2 \langle ( x - x_0 )^2 \rangle \), so the cancellation in coherent decomposition is only approximate. An fcc lattice with first- and second-neighbour springs of stiffness ratio 4 to 1 is elastically isotropic, and with each bond's natural length set by the mean size of its two atoms it gives about 0.93 of the continuum parameter.

## Numbers as computed

```
bulk modulus K = 150 GPa
shear modulus G = 50 GPa
linear misfit eps = 0.050
cell volume Omega = 0.0120 nm^3
misfit volume dV = 0.00180 nm^3
composition x = 0.25
elastic modulus Y = 207.69 GPa
constrained strain, formula = 0.034615
constrained strain, finite elements = 0.034616
core pressure = 6.923 GPa
volume change/dV, infinite, formula = 0.69231
volume change/dV, infinite, numerical = 0.69231
volume change/dV, free body, numerical = 1.00000
image share of dV = 0.30769
E_inf = W_el, formula = 38.889 meV per atom
E_inf, finite elements = 38.889 meV
W_el = 3.752 kJ/mol
self term x E_inf = 9.722 meV per atom
image term -x^2 E_inf = -2.431 meV per atom
elastic mixing energy = 7.292 meV per atom
free shells, x=0.25: numerical 7.292, formula 7.292 meV per atom
free shells, x=0.50: numerical 9.722, formula 9.722 meV per atom
free shells, x=0.75: numerical 7.292, formula 7.292 meV per atom
clamped shells, x=0.25: 15.191 meV per atom
periodic single cell: energy/(eps^2 x(1-x)) = 207.6923 GPa
periodic adjacent pair: energy/(eps^2 x(1-x)) = 207.6923 GPa
periodic slab: energy/(eps^2 x(1-x)) = 207.6923 GPa
periodic cluster: energy/(eps^2 x(1-x)) = 207.6923 GPa
periodic random: energy/(eps^2 x(1-x)) = 207.6923 GPa
anisotropic (C44 doubled) random/slab energy = 1.3533
stiffer core bulk modulus = 225 GPa
stiffer core, f=0.00: effective W = 43.334 meV
stiffer core, f=0.25: effective W = 42.130 meV
stiffer core, f=0.50: effective W = 40.992 meV
stiffer core, f=0.75: effective W = 39.913 meV
wave amplitude in x = 0.10
coherency cost of wave = 0.1944 meV per atom
mixing-energy gain of wave = 0.1944 meV per atom
incoherent spinodal top = 225.6 K
incoherent spinodal at x=0.25 = 169.2 K
```
